# Bracketing lattice trapping of a crack in a snapping-spring strip

## What the procedure must separate

Suppose a cracked lattice is loaded until the crack moves, and the energy release rate at that moment is reported as the fracture energy. In the example below the answer is 3.4 times too large. If the crack is instead unloaded until it closes, the answer is 0.29 of the correct value. Neither error comes from poor convergence. Between the two loads the crack is in stable equilibrium, although the Griffith energy balance holds at only one load in that interval. This is lattice trapping. A simulation must therefore bracket two thresholds, and neither of them may be taken for the Griffith load.

## Model and conventions

The strip is a triangular lattice of spacing $a$ with $M$ gaps between horizontal rows. Nearest neighbours are joined by central springs of stiffness $k$. The top and bottom rows are rigid grips, displaced vertically by $+\Delta/2$ and $-\Delta/2$. The load is the grip separation $\Delta$. The crack lies in the middle gap, so $M$ is odd, and it enters from the left.

Springs crossing the middle gap have the energy

$$V(e)=\tfrac12 k e^2\quad(e<e_c),\qquad V(e)=\tfrac12 k e_c^2\quad(e\ge e_c),$$

where $e$ is the extension. The force drops from $ke_c$ to zero at $e_c$ and returns if the extension falls below $e_c$ again. This reversibility is an assumption: surfaces that react with their surroundings need not heal. All other springs stay linear. Displacements are treated to first order, so a spring with unit vector $\mathbf n$ from atom $i$ to atom $j$ has $e=\mathbf n\cdot(\mathbf u_j-\mathbf u_i)$.

Collect the free displacements in $u$ and all extensions in $e=Bu+c\Delta$, where $c$ carries the grip motion. Let $S$ be diagonal, with 1 for an intact spring and 0 for a snapped one. With $n$ springs snapped,

$$E_n=\tfrac12 k\,e^TSe+\tfrac n2ke_c^2 .$$

Setting the derivative with respect to $u$ to zero gives

$$B^TS(Bu+c\Delta)=0,\qquad u=-(B^TSB)^{-1}B^TSc\,\Delta .$$

The inverse exists because no part of the strip is floppy. Every extension is therefore proportional to $\Delta$ while the snapped set is fixed. The solution is a true local minimum if all intact plane springs have $e<e_c$ and all snapped ones have $e>e_c$: small displacements then leave $S$ unchanged, and the energy is a positive definite quadratic form.

## Why there are two thresholds

Take the intact spring at the tip. Let its extension be $e_i=\alpha\Delta$, and let $e_b=\beta\Delta$ be the separation of the same atoms, measured as an extension, after the spring is cut. The crack advances when $e_i=e_c$. The longer crack heals when $e_b=e_c$. Thus

$$\Delta_+=e_c/\alpha,\qquad \Delta_-=e_c/\beta .$$

These belong to successive crack positions, $n$ and $n+1$. They also bound the stability of a single position, because reflecting the strip in its mid-plane and shifting it by $a/2$ maps the lattice and its loading onto themselves and moves the tip by one spring. This equivalence needs a tip far from the strip ends.

To compare $\alpha$ and $\beta$, remove the tip spring and apply a pair of closing forces $f$ to its two atoms. The rest of the lattice responds linearly, and the opening becomes $e_b-Cf$. The compliance is $C=b^TK_0^{-1}b$, where $K_0$ is the stiffness matrix without the tip spring and $b$ is that spring's row of $B$, written as a column. Since $K_0$ is positive definite, $C>0$. Putting the spring back means $f=ke_i$, so

$$e_i=e_b-Cke_i\quad\Longrightarrow\quad e_b=(1+kC)e_i .$$

Hence

$$r\equiv\frac{\Delta_+}{\Delta_-}=\frac\beta\alpha=1+kC>1 .$$

Trapping is large when the surroundings are soft compared with the spring. It vanishes in this model as $kC\to0$, when cutting the spring hardly changes the separation of its atoms.

## Where the Griffith load lies

Keep the grips fixed, so that they do no work, and lower the closing force from $ke_i$ to zero. The opening grows linearly from $e_i$ to $e_b$. The rest of the lattice gives up the energy $\tfrac12ke_i(e_b-e_i)$, the area under the force line. The cut spring gives up its own elastic energy $\tfrac12ke_i^2$. The total elastic release is

$$\tfrac12ke_i(e_b-e_i)+\tfrac12ke_i^2=\tfrac12ke_ie_b .$$

Snapping costs $\tfrac12ke_c^2$. The two crack positions have equal energy when $e_ie_b=e_c^2$, or $\alpha\beta\Delta_G^2=e_c^2$. Therefore

$$\Delta_G^2=\frac{e_c}{\alpha}\frac{e_c}{\beta}=\Delta_+\Delta_- .$$

Because $r>1$, the geometric mean lies strictly between the thresholds: $\Delta_-<\Delta_G<\Delta_+$. This proves trapping on both sides for linear springs that snap one at a time.

The strip far from the tip gives a second route to $\Delta_G$. Far ahead, each gap opens by $\Delta/M$. Horizontal springs are unstretched. The inclined springs stand at $60^\circ$ to the rows, so each extends by $(\sqrt3/2)\Delta/M$. There are two of them per gap and per spacing $a$, and the stored energy per spacing is

$$M\cdot2\cdot\tfrac12k\cdot\frac34\frac{\Delta^2}{M^2}=\frac{3k\Delta^2}{4M}.$$

Far behind the tip, the two halves have moved rigidly with their grips and store nothing. An advance by $a$ replaces one stretched column by one relaxed column and snaps two springs, at a cost $ke_c^2$. Equating the two energies gives

$$\Delta_G=2e_c\sqrt{M/3}.$$

The energy release rate is proportional to $\Delta^2$ and equals the fracture energy $G_c$ at $\Delta_G$. Hence

$$\frac{G_+}{G_c}=\frac{\Delta_+^2}{\Delta_+\Delta_-}=r,\qquad \frac{G_-}{G_c}=\frac1r .$$

## The relaxation scheme

The brackets come from integrating damped motion with the full force law, not from the linear formulas. They can therefore disagree with those formulas. For atoms of mass $m$ and damping rate $\gamma$, one step of length $h$ is

$$v\leftarrow\frac{(1-\gamma h/2)v+hF/m}{1+\gamma h/2},\qquad u\leftarrow u+hv .$$

```
function settle(u, old, new):
    v = 0
    for each time step:
        load = smooth ramp from old to new, then constant
        e = B u + c load
        f = k e; on the crack plane use the snapping law
        F = -transpose(B) f
        update v, then u
    return u, number of plane springs with e > e_c

function bracket(sign):
    hold = Griffith load; u = equilibrium with n snapped
    repeat:
        trial = hold + sign * step
        u_new, count = settle(u, hold, trial)
        if count != n: fail = trial; leave loop
        hold = trial; u = u_new
    repeat a fixed number of times:
        trial = (hold + fail) / 2
        u_new, count = settle(u, hold, trial)
        if count != n: fail = trial
        else: hold = trial; u = u_new
    return hold, fail
```

The call with `sign = +1` brackets advance, and `sign = -1` brackets healing. Each trial starts from the last state that held. Starting from a failed state would test a crack of another length, possibly one that has already run to the end of the strip.

**Time step.** The inequality $(p-q)^2\le2p^2+2q^2$, applied to each spring, bounds twice the elastic energy:

$$\sum k[\mathbf n\cdot(\mathbf u_j-\mathbf u_i)]^2\le2k\sum_i\mathbf u_i^T\Big(\sum_{\text{springs at }i}\mathbf n\mathbf n^T\Big)\mathbf u_i\le6k\sum_i|\mathbf u_i|^2 .$$

The last step holds because the six directions at a full site give $\sum\mathbf n\mathbf n^T=3I$, and missing springs only lower the sum. Thus $\omega_{\max}^2\le6k/m$. For a mode of frequency $\omega$ the update is stable when $\omega h<2$, so $h<2/\sqrt6\approx0.82$ in units of $\sqrt{m/k}$ is sufficient. The runs used $h=0.3$ and $\gamma=0.2$ in the corresponding units, with a ramp of duration 100 and 250 in total per load.

**Resolution.** The first step was 3% of $\Delta_G$, followed by four halvings. The final width is $0.03/2^4\approx0.0019$ of $\Delta_G$.

**Cost.** A time step costs an amount proportional to the number of springs. With the length kept proportional to the height, that number grows as $M^2$. The slowest elastic waves need a time proportional to $M$ to cross the strip, so a relaxation with suitably scaled damping costs of order $M^3$. A linear solve for $\alpha$ and $\beta$ gives both thresholds without stepping, but it presupposes which spring changes state first. The dynamics leaves that open among the springs of the crack plane, the only ones allowed to snap.

**Failure modes.**

- An abrupt grip motion makes the tip spring overshoot and snap early, which lowers the apparent advance load. A smooth ramp and sufficient damping reduce this error.
- If a run stops before the tip spring has had time to reach its cut-off, a failing load is recorded as holding.
- A minimizer that takes long steps can jump over the barrier between crack positions. The lower energy it finds does not show that the starting state was unstable.
- A tip near a free end is not equivalent to its neighbours, and the strip formula for $\Delta_G$ no longer applies.
- If a spring off the crack plane reaches its own strength first, the crack leaves the assumed path.

## A weak interface in a low-k stack

The example represents a poorly adhering interface in an organosilicate dielectric stack. Rough inputs are a modulus $E=15$ GPa, $G_c=1$ J/m², density 1300 kg/m³ and temperature 358 K. The cell size $a$ and the depth $d$ of the sheet are both 2 nm. One cell stands for a piece of porous skeleton, not for an atom.

The stiffness follows from uniaxial stretching. For strains $x$ along the rows and $y$ across them, the three springs per site have extensions $ax$ and, twice, $a(x+3y)/4$. The energy per site is

$$\tfrac12ka^2\left[x^2+\tfrac18(x+3y)^2\right].$$

If the sheet is free to contract, the derivative with respect to $y$ vanishes. This requires $x+3y=0$, so $y=-x/3$, and the energy becomes $\tfrac12ka^2x^2$. Dividing by the site volume $\sqrt3a^2d/2$ and comparing with $\tfrac12Ex^2$ gives $E=2k/(\sqrt3d)$, so

$$k=\frac{\sqrt3}{2}Ed=25.98\ \text{N/m}.$$

Two springs per spacing carry the fracture energy, so $ke_c^2=G_cad$ and

$$e_c=\sqrt{\frac{(1)(4\times10^{-18})}{25.98}}\ \text m=0.392\ \text{nm}.$$

Snapping one spring costs $U=\tfrac12ke_c^2=12.48$ eV. For $M=15$ the strip is 26.0 nm high, and

$$\Delta_G=2(0.3924)\sqrt5=1.755\ \text{nm}.$$

The energies of two successive crack positions cross at 1.755 nm as well. The linear solutions give $\alpha=0.1208$ and $\beta=0.4137$ when extension and load are in the same unit. Thus

$$\Delta_+=\frac{0.3924}{0.12081}=3.248\ \text{nm},\qquad
\Delta_-=\frac{0.3924}{0.41372}=0.948\ \text{nm}.$$

Relative to $\Delta_G$ these are 1.85 and 0.54, and $r=3.42$. The dynamics holds at 3.246 nm and fails at 3.249 nm on the way up. On the way down it holds at 0.949 nm and fails at 0.946 nm. Both brackets contain the linear-response values.

The runs began with 74 snapped springs out of 149 on the plane. At the failing advance load the count reached 148; at the failing healing load it reached zero. A single threshold thus releases a long run, as expected while successive positions are equivalent. Near the right-hand end they are not: the static advance load is higher there, and the moving crack passes positions that would hold a crack at rest. With 148 springs snapped, the last one has a static extension of only $0.69e_c$ at the advance load, so it can remain intact.

At $\Delta_+$, just before the tip spring snaps, the most stretched spring off the plane has 0.97 of the tip extension. Off-plane springs of equal strength would survive the static approach by a narrow margin. This does not cover the running crack.

## Strip height

The ratio $r$ is 3.42, 3.59 and 3.67 for $M=15$, 31 and 63. The second change is 0.49 times the first. A correction proportional to $1/M$ would give

$$\frac{1/31-1/63}{1/15-1/31}=0.48 ,$$

whereas growth as $\ln M$ would give 0.98. If $r=r_\infty+A/M$, then $Mr=Mr_\infty+A$, and subtracting this relation at two heights removes $A$:

$$r_\infty=\frac{M_2r_2-M_1r_1}{M_2-M_1}.$$

The lower pair of heights gives 3.743 and the upper pair 3.747. The thick-layer advance load is then $\sqrt{3.75}\approx1.94$ times the Griffith load. The rise with height follows from $r=1+kC$ for a long strip. The compliance $C$ is taken at fixed grips, which hold still rows that could move in a taller strip. Removing such a constraint can only raise $C$, and with it $r$.

## Heat and waiting time

At finite temperature a trapped crack can cross the barrier before its static threshold. Write $\lambda=\Delta/\Delta_G$. From $\Delta_+=\sqrt r\,\Delta_G$ and $\Delta_-=\Delta_G/\sqrt r$,

$$e_i=\lambda e_c/\sqrt r,\qquad e_b=\lambda\sqrt r\,e_c .$$

With the tip spring intact, its extension is resisted by the spring and its surroundings in parallel. Since $kC=r-1$, their stiffness is

$$k+\frac1C=k\left(1+\frac1{r-1}\right)=\frac{kr}{r-1}.$$

Stretching the spring from $e_i$ to $e_c$ costs

$$B_+=\frac{kr}{2(r-1)}\left(e_c-\frac{\lambda e_c}{\sqrt r}\right)^2
=U\frac{(\sqrt r-\lambda)^2}{r-1}.$$

With the spring cut, the surroundings alone resist, with stiffness $k/(r-1)$. Closing from $e_b$ to $e_c$ costs

$$B_-=U\frac{(\lambda\sqrt r-1)^2}{r-1}.$$

Expanding the squares cancels the terms in $\lambda\sqrt r$ and leaves $B_+-B_-=U(1-\lambda^2)$. This is the energy difference between the two crack positions, as it must be. At the Griffith load the barriers are equal:

$$B=U\frac{(\sqrt r-1)^2}{(\sqrt r-1)(\sqrt r+1)}
=12.48\,\frac{0.8505}{2.8505}=3.72\ \text{eV}.$$

The thermal energy is $k_BT=0.0309$ eV. A single-cell attempt frequency, $\sqrt{k/m}/2\pi$ with $m=\sqrt3\rho a^2d/2$, is $2.7\times10^{11}$ Hz. In an activated-rate estimate, a barrier crossed in about 1 s is $B_t=k_BT\ln(\nu t)=0.81$ eV. Setting $B_+$ and $B_-$ equal to $B_t$, and taking the roots inside the trapping interval, gives

$$\lambda_+=\sqrt r-s,\qquad \lambda_-=\frac{1+s}{\sqrt r},\qquad
s=\sqrt{(r-1)B_t/U}.$$

Here $s=\sqrt{2.4245(0.812/12.483)}=0.397$. The window for a one-second hold is therefore 0.75 to 1.45 instead of 0.54 to 1.85. This treats one 2 nm depth of the front as independent. A real front is connected along its length and may move by kinks, which this estimate omits. The window also depends on the chosen cell: $U=\tfrac12G_cad$, so smaller cells have lower barriers and a narrower window. It is not a material property.

## A softer bond law

The abrupt force drop favours trapping. Suppose instead that the force rises to $ke_p$ at $e_p$ and then falls linearly to zero at $e_p+w$. Keeping the area under the curve, and hence the fracture energy, fixed requires

$$\tfrac12ke_p^2+\tfrac12ke_pw=\tfrac12ke_p(e_p+w)=\tfrac12ke_c^2 .$$

On the falling branch the spring contributes stiffness $-ke_p/w$, while its surroundings contribute $k/(r-1)$. The sum is negative, and the spring runs away on reaching $e_p$, if $w<(r-1)e_p$. Advance then starts at $e_p/\alpha$, and healing starts when a snapped spring returns to $e_p+w$, at $(e_p+w)/\beta$. Their ratio is

$$\frac{\Delta_+}{\Delta_-}=\frac{r}{1+w/e_p},$$

and their product is still $e_c^2/(\alpha\beta)=\Delta_G^2$. Here $r$ keeps its meaning $\beta/\alpha$.

For half the closing length, $w/e_p=(r-1)/2=1.212$, the ratio is $3.4245/2.2122=1.548$. The thresholds are $\sqrt{1.548}=1.244$ and $1/1.244=0.804$ times $\Delta_G$. The dynamics brackets them between 1.2437 and 1.2456, and between 0.8031 and 0.8050. The one-spring window closes at $w=(r-1)e_p$; there $e_p=e_c/\sqrt r$, so $w=0.51$ nm. For longer tails several springs can soften together, and this argument no longer decides the outcome.

## Large stretch and the real interface

The snapping stretch $e_c/a=0.20$ is not small. Solving the same strip with true spring lengths and rotating directions changes the thresholds from 1.85 and 0.54 to 1.69 and 0.56, relative to the Griffith load of that nonlinear strip. The latter again follows from the uniform strip. The geometric-mean law was derived for linear response, and these two values no longer satisfy it: their product is 0.95.

The strip's Griffith strain, 6.8%, is far too large for an interconnect layer in service. Dividing $\Delta_G$ by the height $\sqrt3Ma/2$ gives the strain $4e_c/(3a\sqrt M)$, which falls to 1.5% for a 500 nm layer. This is still a large normal strain for a brittle film. Real interfaces are also loaded by film stress, neighbouring metal and the package, so $G/G_c$ is the quantity to carry over, not the grip displacement. The chosen $G_c$ represents weak adhesion. Moisture can break strained silicate bonds at lower loads and can prevent healing; plasticity in nearby metal can raise the measured fracture energy. Neither shift is calculated here. Of the effects that are, the softening tail at half its closing length moves the advance threshold most, from 1.85 to 1.24. The factor 3.4 in $G$ is thus a property of this abrupt-spring model, not a safety margin for a dielectric stack. The complete numerical output follows.

## Calculated quantities

```
Young modulus (input, rough)       15.0 GPa
fracture energy G_c (input, rough) 1.00 J/m2
cell size and depth (input)        2.0 nm
density (input, rough)             1300 kg/m3
temperature (input)                358 K
row gaps M, columns                15, 75
snapped springs n at start         74
strip height                       25.98 nm
spring stiffness k                 25.98 N/m
snapping extension e_c             0.3924 nm
snapping stretch e_c/a             0.1962
energy to snap one spring          12.483 eV
tip extension per load, intact     0.12081
tip extension per load, cut        0.41372
ratio r = G+/G_c, M=15             3.4245
ratio r = G+/G_c, M=31             3.5888
ratio r = G+/G_c, M=63             3.6693
shrink factor of change in r       0.490
thick-layer r, from M=15 and 31    3.743
thick-layer r, from M=31 and 63    3.747
thick layer: advance / Griffith    1.936
G-/G_c, M=15                       0.2920
Griffith load, uniform strip       1.7548 nm
Griffith load, energy crossing     1.7551 nm
advance load, linear response      3.2479 nm
advance bracket: holds             3.2458 nm
advance bracket: fails             3.2491 nm
healing load, linear response      0.9484 nm
healing bracket: holds             0.9488 nm
healing bracket: fails             0.9456 nm
advance load / Griffith load       1.8505
healing load / Griffith load       0.5404
snapped count after advance run    148
snapped count after healing run    0
largest bulk / tip extension       0.9698
Griffith strain of the strip       6.75 %
Griffith strain, 500 nm layer      1.54 %
nonlinear: advance / Griffith      1.6937
nonlinear: healing / Griffith      0.5598
barrier at Griffith load           3.725 eV
same barrier, thick layer          3.98 eV
thermal energy kT                  0.0309 eV
attempt frequency                  2.70e+11 Hz
mean wait at Griffith load         1.01e+41 s
barrier crossed in about 1 s       0.812 eV
1 s hold: advance / Griffith       1.4534
1 s hold: healing / Griffith       0.7550
tested tail length / peak ext.     1.2122
with tail: advance / Griffith      1.2442
tail advance bracket / Griffith    1.2437 1.2456
with tail: healing / Griffith      0.8037
tail healing bracket / Griffith    0.8031 0.8050
tail length that closes window     0.5141 nm
```
